# Conformal and bottom-only copper filling times for a cylindrical via: verification in Python

```python
"""Filling time of a cylindrical via (radius R, depth H) by copper growing at
speed v normal to each active surface.
Result under test: conformal growth takes min(R,H)/v, bottom-only growth H/v.
With a wall speed s*v the time is min(H/v, R/(s*v)).
Transport check: uniform growth needs a mean concentration drop
N*(L^2/a + L)/D (conformal) or N*L/D (bottom only), where a and L are the open
radius and depth, N the copper flux into the surface, D the diffusivity.
Lengths in um and times in min unless a name says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants, R as GAS
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve
from scipy.spatial import cKDTree
from scipy.special import ellipk

FARADAY = physical_constants["Faraday constant"][0]

# Inputs
diameter, H, v = 5.0, 50.0, 0.5
R = diameter / 2
molar_mass, density = 63.546, 8.96       # g/mol, g/cm3
bath_molar, D = 0.8, 5e-6                # mol/L, cm2/s
conductivity, temperature = 0.3, 298.15  # S/cm, K
seed = 0.1                               # um of copper on the wall
v_slow = 0.05                            # um/min
Vm = molar_mass / density                # cm3/mol

# Derived formulas
t_conf, t_bottom = min(R, H) / v, H / v


def drop_length(a, depth, wall_active):
    """Mean concentration drop at the bottom, divided by N/D."""
    return depth + (depth**2 / a if wall_active else 0.0)


# Geometry from sampled surfaces: nearest distance decides coverage
def rings(radii, heights):
    angle = np.linspace(0, 2 * np.pi, 80, endpoint=False)
    r, z, p = np.meshgrid(radii, heights, angle, indexing="ij")
    return np.column_stack([(r * np.cos(p)).ravel(),
                            (r * np.sin(p)).ravel(), z.ravel()])


def surfaces(radius, depth):
    wall = rings([radius], np.linspace(0, depth, int(10 * depth) + 1))
    bottom = rings(np.linspace(0, radius, 26), [0.0])
    field = rings(np.linspace(radius, radius + 3, 31), [depth])
    return wall, bottom, field


def inside(r, z):
    rr, zz = np.meshgrid(r, z, indexing="ij")
    return np.column_stack([rr.ravel(), 0 * rr.ravel(), zz.ravel()])


def nearest(cloud, points):
    return cKDTree(cloud).query(points)[0]


for depth in (H, 1.5):                   # deep via and one shallower than R
    wall, bottom, field = surfaces(R, depth)
    pts = inside(np.linspace(0, R, 26),
                 np.linspace(0, depth, int(10 * depth) + 1))
    d_wall, d_bot = nearest(wall, pts), nearest(bottom, pts)
    d_field = nearest(field, pts)
    covered = np.minimum(d_wall, d_bot)
    assert abs(covered.max() - min(R, depth)) < 0.01
    assert abs(np.minimum(covered, d_field).max() - covered.max()) < 0.01
    assert abs(d_bot.max() - depth) < 0.01
    if depth == H:
        t_conf_sampled = covered.max() / v
        t_bottom_sampled = d_bot.max() / v
        leak_times = {}
        for s in (0.03, 0.10):
            leak_times[s] = np.minimum(d_wall / (s * v), d_bot / v).max()
            assert abs(leak_times[s] - min(H / v, R / (s * v))) < 0.2
assert abs(t_conf_sampled - t_conf) < 0.02
assert abs(t_bottom_sampled - t_bottom) < 0.02

# Open volume halfway through conformal filling, counted cell by cell
wall, bottom, field = surfaces(R, H)
r_mid = (np.arange(50) + 0.5) * R / 50
z_mid = (np.arange(400) + 0.5) * H / 400
pts = inside(r_mid, z_mid)
dist = nearest(np.vstack([wall, bottom]), pts)
open_counted = pts[dist > R / 2, 0].sum() / pts[:, 0].sum()
open_formula = (R / 2)**2 * (H - R / 2) / (R**2 * H)
assert abs(open_counted - open_formula) < 0.005

# Charge: integrate the conformal current and compare with the full volume
volume = np.pi * R**2 * H
charge = 2 * FARADAY * volume * 1e-12 / Vm          # C


def conformal_current(t):
    a, depth = R - v * t, H - v * t
    area_cm2 = (2 * np.pi * a * depth + np.pi * a**2) * 1e-8
    return 2 * FARADAY / Vm * area_cm2 * v * 1e-4 / 60


charge_integrated = quad(conformal_current, 0, t_conf)[0] * 60
assert abs(charge_integrated / charge - 1) < 1e-8


# Diffusion: finite volumes in r and z, unit flux into active surfaces
def solved_drop(a, depth, wall_active, nr=10, nz=200):
    dr, dz = a / nr, depth / nz
    faces = np.arange(nr + 1) * dr
    area = np.pi * np.diff(faces**2)
    matrix, sink = lil_matrix((nr * nz, nr * nz)), np.zeros(nr * nz)

    def link(i, j, g):
        matrix[i, i] += g
        matrix[j, j] += g
        matrix[i, j] -= g
        matrix[j, i] -= g

    for k in range(nz):
        for i in range(nr):
            n = k * nr + i
            if i + 1 < nr:
                link(n, n + 1, 2 * np.pi * faces[i + 1] * dz / dr)
            if k + 1 < nz:
                link(n, n + nr, area[i] / dz)
            if k == 0:
                matrix[n, n] += 2 * area[i] / dz    # bath at the mouth
            if k == nz - 1:
                sink[n] += area[i]
        if wall_active:
            sink[k * nr + nr - 1] += 2 * np.pi * a * dz
    drop = spsolve(matrix.tocsr(), sink)
    return np.average(drop[-nr:], weights=area)


len_conf, len_bot = drop_length(R, H, True), drop_length(R, H, False)
solved_conf, solved_bot = solved_drop(R, H, True), solved_drop(R, H, False)
assert abs(solved_conf / len_conf - 1) < 0.01
assert abs(solved_bot / len_bot - 1) < 0.01

# Allowed drop length K = D*c*Vm/v, and largest starting speeds
c_bath = bath_molar * 1e-3                           # mol/cm3
DcVm = D * c_bath * Vm * 1e8 * 60                    # um2/min
K = DcVm / v
vmax_conf, vmax_bot = DcVm / len_conf, DcVm / len_bot
assert len_bot < K < len_conf

# Slow conformal run: open radius at which the bottom starves
K_slow = DcVm / v_slow
a_starve = brentq(lambda a: drop_length(a, H - R + a, True) - K_slow, 0.01, R)
L_starve = H - R + a_starve
assert abs(solved_drop(a_starve, L_starve, True) / K_slow - 1) < 0.01
# Less open radius gives a larger drop, so closure cannot stay uniform
assert solved_drop(a_starve / 2, L_starve, True) > 1.5 * K_slow


# Access diffusion outside an isolated mouth: drop = total flux/(4*D*R).
# Point sources on the mouth must give this same value at every radius.
def mouth_drop(r):
    def ring(theta):
        s = R * np.sin(theta)
        m = 4 * r * s / (r + s)**2
        return s / (2 * np.pi * R) * 4 * ellipk(m) / (2 * np.pi * (r + s))
    return quad(ring, 0, np.pi / 2, points=[np.arcsin(r / R)], limit=200)[0]


for r in (0.2 * R, 0.5 * R, 0.8 * R):
    assert abs(mouth_drop(r) * 4 * R - 1) < 1e-4
access_bot = np.pi * R / 4
access_conf = access_bot * (1 + 2 * H / R)

# Electrical quantities
flux = v * 1e-4 / 60 / Vm                            # mol/(cm2 s)
j = 2 * FARADAY * flux                              # A/cm2
ohm_bot = j * len_bot * 1e-4 / conductivity * 1e3    # mV
ohm_conf = j * len_conf * 1e-4 / conductivity * 1e3
thermal = GAS * temperature / FARADAY * 1e3

print(f"Via diameter, radius, depth: {diameter:.1f}, {R:.1f}, {H:.1f} um")
print(f"Growth speed: {v:.2f} um/min")
print(f"Conformal filling time, formula: {t_conf:.2f} min")
print(f"Conformal filling time, sampled surfaces: {t_conf_sampled:.2f} min")
print(f"Bottom-only filling time, formula: {t_bottom:.2f} min")
print(f"Bottom-only time, sampled surfaces: {t_bottom_sampled:.2f} min")
print(f"Bottom-only time in hours: {t_bottom / 60:.2f} h")
print(f"Time ratio bottom-only/conformal: {t_bottom / t_conf:.1f}")
print(f"Open fraction at half conformal time, formula: {open_formula:.4f}")
print(f"Open fraction at half conformal time, counted: {open_counted:.4f}")
print(f"Via volume: {volume:.1f} um3")
print(f"Copper molar mass, density: {molar_mass} g/mol, {density} g/cm3")
print(f"Copper molar volume: {Vm:.3f} cm3/mol")
print(f"Filling charge, from volume: {charge * 1e6:.2f} uC")
print(f"Filling charge, integrated: {charge_integrated * 1e6:.2f} uC")
print(f"Mean current, conformal: {charge / t_conf / 60 * 1e9:.2f} nA")
print(f"Mean current, bottom-only: {charge / t_bottom / 60 * 1e9:.2f} nA")
print(f"Initial active-area ratio: {1 + 2 * H / R:.1f}")
print(f"Local current density: {j * 1e3:.2f} mA/cm2")
print(f"Critical wall/bottom speed ratio: {100 * R / H:.1f} %")
for s, value in leak_times.items():
    print(f"Filling time with wall speed {100*s:.0f} % of v: {value:.1f} min")
print(f"Bath copper: {bath_molar:.2f} mol/L; diffusivity: {D:.1e} cm2/s")
print(f"Copper flux into surface: {flux:.3e} mol/(cm2 s)")
print(f"Allowed drop length K: {K:.1f} um")
print(f"Conformal drop length, formula: {len_conf:.1f} um")
print(f"Conformal drop length, 2D solution: {solved_conf:.1f} um")
print(f"Bottom-only drop length, formula: {len_bot:.1f} um")
print(f"Bottom-only drop length, 2D solution: {solved_bot:.1f} um")
print(f"Required drop/bath, conformal: {100 * len_conf / K:.1f} %")
print(f"Required drop/bath, bottom-only: {100 * len_bot / K:.1f} %")
print(f"Largest starting speed, conformal: {vmax_conf:.3f} um/min")
print(f"Largest starting speed, bottom-only: {vmax_bot:.2f} um/min")
print(f"R / largest conformal speed: {R / vmax_conf:.1f} min")
print(f"H / largest bottom-only speed: {H / vmax_bot:.1f} min")
print(f"Slow conformal speed: {v_slow:.3f} um/min")
print(f"Slow conformal ideal filling time: {R / v_slow:.1f} min")
print(f"Slow run: K = {K_slow:.0f} um")
print(f"Slow run: open radius at starvation: {a_starve:.3f} um")
print(f"Slow run: open depth at starvation: {L_starve:.2f} um")
print(f"Slow run: time of starvation: {(R - a_starve) / v_slow:.1f} min")
print(f"Diffusion settling time H^2/D: {(H * 1e-4)**2 / D:.1f} s")
print(f"Access drop/bath, conformal: {100 * access_conf / K:.1f} %")
print(f"Access drop/bath, bottom-only: {100 * access_bot / K:.2f} %")
print(f"Bath conductivity: {conductivity:.2f} S/cm")
print(f"Temperature: {temperature:.2f} K")
print(f"Ohmic drop in via, conformal: {ohm_conf:.2f} mV")
print(f"Ohmic drop in via, bottom-only: {ohm_bot:.2f} mV")
print(f"Thermal voltage RT/F: {thermal:.2f} mV")
print(f"Wall seed thickness: {seed:.2f} um")
print(f"Conformal time with wall seed: {(R - seed) / v:.2f} min")
print(f"Conformal time saved by seed: {100 * seed / R:.1f} %")
print("tests ok")
```

Output:

```
Via diameter, radius, depth: 5.0, 2.5, 50.0 um
Growth speed: 0.50 um/min
Conformal filling time, formula: 5.00 min
Conformal filling time, sampled surfaces: 5.00 min
Bottom-only filling time, formula: 100.00 min
Bottom-only time, sampled surfaces: 100.00 min
Bottom-only time in hours: 1.67 h
Time ratio bottom-only/conformal: 20.0
Open fraction at half conformal time, formula: 0.2437
Open fraction at half conformal time, counted: 0.2437
Via volume: 981.7 um3
Copper molar mass, density: 63.546 g/mol, 8.96 g/cm3
Copper molar volume: 7.092 cm3/mol
Filling charge, from volume: 26.71 uC
Filling charge, integrated: 26.71 uC
Mean current, conformal: 89.04 nA
Mean current, bottom-only: 4.45 nA
Initial active-area ratio: 41.0
Local current density: 22.67 mA/cm2
Critical wall/bottom speed ratio: 5.0 %
Filling time with wall speed 3 % of v: 100.0 min
Filling time with wall speed 10 % of v: 50.0 min
Bath copper: 0.80 mol/L; diffusivity: 5.0e-06 cm2/s
Copper flux into surface: 1.175e-07 mol/(cm2 s)
Allowed drop length K: 340.4 um
Conformal drop length, formula: 1050.0 um
Conformal drop length, 2D solution: 1049.9 um
Bottom-only drop length, formula: 50.0 um
Bottom-only drop length, 2D solution: 49.9 um
Required drop/bath, conformal: 308.4 %
Required drop/bath, bottom-only: 14.7 %
Largest starting speed, conformal: 0.162 um/min
Largest starting speed, bottom-only: 3.40 um/min
R / largest conformal speed: 15.4 min
H / largest bottom-only speed: 14.7 min
Slow conformal speed: 0.050 um/min
Slow conformal ideal filling time: 50.0 min
Slow run: K = 3404 um
Slow run: open radius at starvation: 0.692 um
Slow run: open depth at starvation: 48.19 um
Slow run: time of starvation: 36.2 min
Diffusion settling time H^2/D: 5.0 s
Access drop/bath, conformal: 23.6 %
Access drop/bath, bottom-only: 0.58 %
Bath conductivity: 0.30 S/cm
Temperature: 298.15 K
Ohmic drop in via, conformal: 7.94 mV
Ohmic drop in via, bottom-only: 0.38 mV
Thermal voltage RT/F: 25.69 mV
Wall seed thickness: 0.10 um
Conformal time with wall seed: 4.80 min
Conformal time saved by seed: 4.0 %
tests ok
```
